# Charged-Defect Formation Energy from the Grand Potential

A crystal of fixed volume is held at temperature $T$. It exchanges neutral atoms of species $i$ with reservoirs of chemical potential $\mu_i$, and electrons with a reservoir of chemical potential $\mu_e$. We write $\mu_e=\varepsilon_v+E_F$, where $\varepsilon_v$ is the valence-band maximum of the perfect host, so the Fermi level $E_F$ is measured from the band edge. A defect can occupy any of $N$ equivalent sites, at most one per site, in several charge states $q$, counted in units of the positive elementary charge.

Defects are taken to be dilute and independent. Each charge state has a ground level of degeneracy $g_q$, and its excited levels lie many $kT$ higher. Vibrations are left out; including them replaces the energies below by vibrational free energies.

## (a) How does charge enter the grand potential?

*Count ion cores and electrons as separate particles. Rewrite the grand potential in terms of neutral-atom chemical potentials and the net charge.*

**Solution.** Let the crystal contain $N_i$ ion cores of species $i$ and $N_e$ electrons, where a neutral atom of species $i$ has $Z_i$ valence electrons. The grand potential is

$$\Omega=E-TS-\sum_i\mu_i^{\rm ion}N_i-\mu_eN_e .$$

Adding a neutral atom is the same change as adding its core and $Z_i$ electrons. In equilibrium both routes have the same cost:

$$\mu_i=\mu_i^{\rm ion}+Z_i\mu_e .$$

We solve this for $\mu_i^{\rm ion}$ and insert it:

$$\Omega=E-TS-\sum_i\mu_iN_i+\mu_e\Big(\sum_iZ_iN_i-N_e\Big).$$

The bracket is the net charge $Q$ in units of $+e$, so

$$\Omega=E-TS-\sum_i\mu_iN_i+\mu_eQ .$$

The sign of the last term is plus because a positive crystal has given electrons away. Each of them has gone to the reservoir, at energy $\mu_e$.

The zero of the electrostatic potential must be common to all terms. Suppose it is shifted so that every electron energy rises by $s$. A core of charge $+Z_i$ then changes its energy by $-Z_is$, and the total energy changes by

$$sN_e-s\sum_iZ_iN_i=-sQ .$$

At the same time $\mu_e$ rises by $s$, and $\mu_eQ$ by $+sQ$. The sum is unchanged. If $E$ and $\mu_e$ refer to zeros that differ by $s$, however, an error of magnitude $|sQ|$ remains. This is why the potential in a charged-defect calculation must be aligned with that of the host calculation which supplies $\varepsilon_v$.

## (b) What does one defect cost?

*Place one defect of charge $q$ at a given site of the neutral host. Find the change of the grand potential, leaving out the entropy of choosing a site and an internal state.*

**Solution.** Let $n_i$ be the number of atoms of species $i$ added to make the defect; it is negative for atoms removed. Energy, atom numbers and charge change by

$$\Delta E=E[D,q]-E[{\rm host}],\qquad \Delta N_i=n_i,\qquad \Delta Q=q .$$

With the entropy set aside for part (c), the result of part (a) gives the formation energy

$$E_f(q)=E[D,q]-E[{\rm host}]-\sum_in_i\mu_i+q(\varepsilon_v+E_F).$$

For an impurity X that replaces a host atom C, $n_X=+1$ and $n_C=-1$, so the atomic term is $-\mu_X+\mu_C$. A lower $\mu_C$ at fixed $\mu_X$ favours the impurity in every charge state by the same amount, because the removed C atom goes to a reservoir that binds it more strongly.

The energies $E[D,q]$ and $E[{\rm host}]$ are meant for one defect in an infinite crystal. A calculation with periodically repeated charged cells contains the interaction of the defect with its images and with the compensating background. That contribution has to be removed before the formula is used.

## (c) How many defects minimize the grand potential?

*Let $n_q$ defects of each charge state be present. Minimize $\Omega$ with respect to all $n_q$, show that the stationary point is a minimum, and find its depth.*

**Solution.** Write $M=\sum_qn_q$. The number of ways to distribute the defects, including internal degeneracy, is

$$W=\frac{N!}{(N-M)!\,\prod_qn_q!}\prod_qg_q^{n_q}.$$

Independent defects have additive costs, so

$$\Omega=\Omega_{\rm host}+\sum_qn_qE_f(q)-kT\ln W .$$

For large numbers, $\ln n!\simeq n\ln n-n$. The linear terms add to $-N+(N-M)+M=0$, which leaves

$$\ln W=N\ln N-(N-M)\ln(N-M)-\sum_qn_q\ln n_q+\sum_qn_q\ln g_q .$$

Since $\partial M/\partial n_q=1$, the derivative is

$$\frac{\partial\ln W}{\partial n_q}=\big[\ln(N-M)+1\big]-\big[\ln n_q+1\big]+\ln g_q=\ln\frac{g_q(N-M)}{n_q}.$$

Setting $\partial\Omega/\partial n_q=0$ gives

$$E_f(q)=kT\ln\frac{g_q(N-M)}{n_q}.$$

With $c_q=n_q/N$ and $w_q=g_qe^{-E_f(q)/kT}$ this reads $c_q=w_q(1-\sum_{q'}c_{q'})$. Summing over $q$ gives $1-\sum c=1/(1+\sum w)$, hence

$$c_q=\frac{w_q}{1+\sum_{q'}w_{q'}} .$$

For $\sum w\ll1$ this is the Boltzmann form $c_q\simeq g_qe^{-E_f(q)/kT}$.

The matrix of second derivatives is

$$\frac{\partial^2\Omega}{\partial n_q\partial n_{q'}}=kT\left[\frac{\delta_{qq'}}{n_q}+\frac1{N-M}\right].$$

For any displacement $x_q$ its quadratic form is $kT[\sum x_q^2/n_q+(\sum x_q)^2/(N-M)]$, which is positive. The stationary point is therefore the minimum.

To find its depth, insert the stationarity condition into $\sum n_qE_f(q)$. The terms with $\ln g_q$ and $\ln n_q$ cancel against those of $-kT\ln W$, leaving

$$\Omega_{\min}-\Omega_{\rm host}=kT\big[M\ln(N-M)+(N-M)\ln(N-M)-N\ln N\big].$$

The bracket is $N\ln(1-M/N)$, so

$$\Omega_{\min}-\Omega_{\rm host}=-NkT\ln\Big(1+\sum_qw_q\Big)<0 .$$

Defects are thus present at equilibrium even when each one costs energy, provided the expected numbers $Nw_q$ are large, as Stirling's formula assumes. The first defect of charge $q$ gains the entropy $k\ln(g_qN)$, and $kT\ln(g_qN)$ exceeds $E_f(q)$ only when $Nw_q>1$. For $N\sum_qw_q\ll1$ the crystal most likely contains no defect. The formation energy itself is the coefficient of $n_q$ in $\Omega$; minimization turns it into a concentration.

## (d) How does the cost depend on the Fermi level?

*Find the slope of $E_f(q)$, the levels at which the favoured charge state changes, and the behaviour at finite temperature.*

**Solution.** At fixed $q$ and fixed $\mu_i$, and with $E[D,q]$ independent of $E_F$,

$$\frac{\partial E_f(q)}{\partial E_F}=q .$$

The line is straight because each of the $q$ electrons given up goes to a reservoir whose level has risen by $dE_F$. The third condition can fail at high carrier density, where mobile carriers screen the defect and make its energy depend on $E_F$.

Two charge states cost the same at the transition level $\varepsilon(q/q')$. Let $E_f^0(q)$ denote the formation energy at $E_F=0$. Then $E_f^0(q)+q\varepsilon=E_f^0(q')+q'\varepsilon$ gives

$$\varepsilon(q/q')=\frac{E_f^0(q)-E_f^0(q')}{q'-q}.$$

The lowest formation energy over all $q$ is a chain of straight segments. As $E_F$ rises, the line with the smaller slope wins at each crossing, so the chain is concave and the favoured charge falls.

At finite temperature all charge states contribute. In the dilute limit the total concentration is $\sum w_q=e^{-\Phi/kT}$, with

$$\Phi=-kT\ln\sum_qg_qe^{-E_f(q)/kT}.$$

Using $\partial w_q/\partial E_F=-qw_q/kT$,

$$\frac{\partial\Phi}{\partial E_F}=\frac{\sum_qqw_q}{\sum_qw_q}=\langle q\rangle,\qquad
\frac{\partial^2\Phi}{\partial E_F^2}=-\frac{\langle q^2\rangle-\langle q\rangle^2}{kT}\le0 .$$

The corners are rounded, and the slope is the mean charge, which need not be an integer.

Equal populations of the states $+$ and $0$ require $g_+e^{-E_f(+)/kT}=g_0e^{-E_f(0)/kT}$. Since $E_f(+)-E_f(0)=E_F-\varepsilon(+/0)$, this happens at

$$E_F=\varepsilon(+/0)-kT\ln\frac{g_0}{g_+}.$$

The crossing shifts in favour of the state with more internal freedom, which matches the other in population while its energy is still the higher one. For $g_0=2$ and $g_+=g_-=1$, equal populations occur $kT\ln2$ below $\varepsilon(+/0)$ and $kT\ln2$ above $\varepsilon(0/-)$.

## (e) What fixes the Fermi level?

*Remove the external electron reservoir. Show that the same formation energy returns, and that the Fermi level is then determined.*

**Solution.** A net charge density $\rho$ filling a body of size $R$ has an electrostatic energy per volume that grows as $\rho^2R^2$. A macroscopic crystal is therefore neutral in its bulk, and $E_F$ cannot be chosen at will.

Let $n$ and $p$ be the numbers of electrons and holes per site. For simplicity each band edge is a narrow level with $B$ states per site, at $\varepsilon_c$ and $\varepsilon_v$. A fixed background of ionized donors supplies $D$ positive charges per site. With

$$A_q=E[D,q]-E[{\rm host}]-\sum_in_i\mu_i ,$$

the free energy per site, still open to atoms, is

$$f=\sum_qc_qA_q+n\varepsilon_c-p\varepsilon_v-Ts .$$

The entropy $s$ contains the defect term of part (c) and, for the electrons, the term $-k[n\ln(n/B)+(B-n)\ln(1-n/B)]$, with the same form for holes. We minimize under the constraint of neutrality by making

$$f+\lambda\Big(\sum_qqc_q+p-n+D\Big)$$

stationary. The three derivatives give

$$A_q+\lambda q+kT\ln\frac{c_q}{g_q(1-\sum c)}=0,$$

$$\varepsilon_c-\lambda+kT\ln\frac{n}{B-n}=0,\qquad -\varepsilon_v+\lambda+kT\ln\frac{p}{B-p}=0 .$$

The second equation is $n=B/[1+e^{(\varepsilon_c-\lambda)/kT}]$, the Fermi occupation with chemical potential $\lambda$. Hence $\lambda=\mu_e=\varepsilon_v+E_F$, and the first equation is the concentration law of part (c) with $E_f(q)=A_q+q\mu_e$. The band carriers and the other charged centres act as the electron reservoir.

The remaining equation, $\sum qc_q+p-n+D=0$, fixes $E_F$. When $E_F$ rises, $n$ increases and $p$ decreases. Differentiating the concentration law gives

$$\frac{\partial}{\partial E_F}\sum_qqc_q=-\frac{1}{kT}\Big[\sum_qq^2c_q-\Big(\sum_qqc_q\Big)^2\Big]\le0 ,$$

because the bracket is the variance of the charge on a site, with a defect-free site counted as charge zero. The total charge falls steadily with $E_F$, so there is at most one solution.

## (f) Formation energies in a model crystal

*Take a ring of three anions A and three cations C in alternation, with site energies $-1.5$ and $+1.5$ eV and matrix element $-t$ between neighbours, $t=0.3$ eV. Each atom brings one electron. An impurity X replaces one C, brings two electrons, and has site energy $-0.5$ eV and repulsion $U=1.0$ eV between two electrons on it. Take $\mu_C=-1.0$ eV and $\mu_X=-2.9$ eV. Find the formation energies and transition levels.*

**Solution.** In the host, a Bloch state couples A and C through $-t(1+e^{-ik})$, of modulus $2t|\cos(k/2)|$. With $\Delta=1.5$ eV the two-by-two Hamiltonian has eigenvalues

$$\varepsilon_\pm(k)=\pm\sqrt{\Delta^2+4t^2\cos^2(k/2)} .$$

Three cells allow $k=0,\pm2\pi/3$. The lower levels are $-\sqrt{2.61}=-1.6155$ eV once and $-\sqrt{2.34}=-1.5297$ eV twice. Six electrons fill them, so $E[{\rm host}]=-9.350$ eV. The band edges are $\varepsilon_v=-1.530$ eV and $\varepsilon_c=+1.530$ eV, and the gap is 3.059 eV. These are values for the small ring: an infinite chain also contains $k=\pi$, where the gap is $2\Delta=3.0$ eV. The energies below likewise belong to the ring, which serves here as the whole model crystal.

With X present the neutral ring has seven electrons. Repulsion on X rules out simple level filling, so the energies come from diagonalizing the full many-electron Hamiltonian:

| $q$ | electrons | $E[D,q]$ (eV) | $g_q$ |
|---|---|---|---|
| $+1$ | 6 | $-9.5281$ | 1 |
| $0$ | 7 | $-9.8196$ | 2 |
| $-1$ | 8 | $-9.2375$ | 1 |

The atomic term is $-\mu_X+\mu_C=2.9-1.0=1.9$ eV. At $E_F=0$,

$$E_f^0(+)=-9.5281+9.3499+1.9-1.5297=0.192\ {\rm eV},$$

$$E_f^0(0)=-9.8196+9.3499+1.9=1.430\ {\rm eV},$$

$$E_f^0(-)=-9.2375+9.3499+1.9+1.5297=3.542\ {\rm eV}.$$

The transition levels follow by subtraction:

$$\varepsilon(+/0)=1.430-0.192=1.238\ {\rm eV},\qquad \varepsilon(0/-)=3.542-1.430=2.112\ {\rm eV}.$$

X therefore gives up an electron when $E_F$ is low and takes one when it is high.

The limit $t=0$ helps to read these numbers. The energy of X with zero, one or two electrons is then $0$, $-0.5$ and $2(-0.5)+1.0=0$ eV, and $\varepsilon_v=-1.5$ eV. The levels lie at $-0.5+1.5=1.0$ eV and $0.5+1.5=2.0$ eV, separated by $U$. Hopping moves both upward relative to the band edge and reduces their separation to 0.874 eV.

The formation energies and the slopes of part (d) were tested on the full thermal ensemble of the ring, in which ion cores and electrons are counted separately as in part (a). At 100 K the slope of the grand-potential difference, taken in the middle of each segment, is $+1$, $0$ and $-1$ to the printed accuracy. At 300 K the mean defect charge $\langle q\rangle$ passes one half at 1.220 eV, which is $kT\ln2=0.018$ eV below $\varepsilon(+/0)$, as part (d) requires for $g_0/g_+=2$.

## (g) Concentrations at 1000 K

*For the same impurity, find the concentrations per cation site at 1000 K. Use $B=0.01$, first without background donors and then with $D=10^{-5}$. Examine where the concentration law fails.*

**Solution.** Here $kT=0.08617$ eV. The neutral impurity has

$$c_0\simeq2\,e^{-1.4303/0.08617}=2\,e^{-16.60}=1.24\times10^{-7}$$

at any Fermi level, as long as X is dilute. On $10^{10}$ sites, a direct search over integer defect numbers, with neutral X alone, places the minimum of $\Omega$ at 1237, in agreement with the law.

Solving the neutrality condition gives:

| | $D=0$ | $D=10^{-5}$ |
|---|---|---|
| $E_F$ (eV) | 1.622 | 2.437 |
| $c_+$ | $7.17\times10^{-10}$ | $5.6\times10^{-14}$ |
| $c_0$ | $1.24\times10^{-7}$ | $1.24\times10^{-7}$ |
| $c_-$ | $2.11\times10^{-10}$ | $2.70\times10^{-6}$ |
| $n$ | $5.72\times10^{-10}$ | $7.30\times10^{-6}$ |
| $p$ | $6.7\times10^{-11}$ | $5.2\times10^{-15}$ |

Without donors the Fermi level lies above midgap, which is at 1.530 eV. At midgap $n=p$, while $E_f(+)=0.192+1.530=1.722$ eV is below $E_f(-)=3.542-1.530=2.012$ eV. Positive X would outnumber negative X, and the total charge would be positive. By the monotonic behaviour found in part (e), $E_F$ must rise to restore neutrality.

With donors, $E_F$ rises by 0.815 eV, and the formation energy of the negative state falls by the same amount, from 1.920 to 1.105 eV. Its concentration grows by $e^{0.815/0.08617}\approx1.3\times10^4$. Negative X now captures 27% of the electrons supplied by the donors: doping has lowered the cost of the defect that opposes it.

This fraction has a simple limit. When X is dilute and the band edge is sparsely filled, both $c_-$ and $n$ are proportional to $e^{E_F/kT}$, and $E_F$ cancels from their ratio:

$$\frac{c_-}{n}\simeq\frac{e^{-(3.542-3.059)/0.08617}}{0.01}\approx0.37 .$$

If these two species carry nearly all the negative charge and positive X and holes are negligible, the captured fraction is $0.37/1.37=0.27$, whatever the donor density. The limit ends when $n$ approaches $B$ or X ceases to be dilute. The ratio is inversely proportional to $B$, which was chosen by hand. The conduction-band edge of the ring itself has four states on three cation sites, and $B=4/3$ would give a captured fraction of only about 0.3%.

In both cases the free energy of part (e) was tested by small displacements along the four independent neutral reactions: adding neutral X, adding a pair of X$^+$ and X$^-$, creating an electron and a hole, and adding X with capture of an electron. Every displacement raised it. Since $f$ is strictly convex in the concentrations, the solution is the minimum.

The concentration law was also compared with the full ensemble, which allows zero to three X atoms on the ring. At $E_F=1.0$, 1.5 and 2.0 eV the largest relative deviation is $8\times10^{-6}$. It grows toward the band edges and is about $10^{-3}$ at $E_F=2.437$ eV. Raising $\mu_X$ by 1.3 eV makes X abundant, and at $E_F=1.7$ eV the ensemble gives 0.3092 per site against 0.3073 from the law, a relative deviation of 0.6%. The law treats the weight of a ring with several X atoms as a product of single-defect weights. Hopping couples the X atoms and makes this product inexact; the error matters once such rings are common.

The small deviation belongs to this Fermi level and temperature. At the same density and 1000 K it is about $+4\%$ at $\varepsilon(+/0)$, $+1.5\%$ at $\varepsilon(0/-)$ and $-2\%$ at $E_F=0.6$ and 2.6 eV, where X is almost fully charged. On cooling it grows in each of these regions and at 1.7 eV as well, most strongly near the transition levels. The model also has no long-range Coulomb interaction, so it gives no estimate of the error for charged defects at such a density in a real crystal. The numerical output below gives the values with more digits.

## Computed results

```
Site energies A, C, X: -1.5, 1.5, -0.5 eV
Hopping amplitude t (matrix element -t): 0.3 eV; U on X: 1.0 eV
mu_C, mu_X: -1.0, -2.9 eV; mu_A from host: -2.1166 eV
Host energy (6 electrons): -9.3499 eV
Valence-band maximum: -1.5297 eV; gap: 3.0594 eV
q=+1: E[D,q]=-9.5281 eV, degeneracy 1, E_f at E_F=0: 0.1921 eV
q=+0: E[D,q]=-9.8196 eV, degeneracy 2, E_f at E_F=0: 1.4303 eV
q=-1: E[D,q]=-9.2375 eV, degeneracy 1, E_f at E_F=0: 3.5421 eV
E_f(+,0,-) at E_F=1.0 eV: 1.1921, 1.4303, 2.5421 eV
E_f(+,0,-) at E_F=2.0 eV: 2.1921, 1.4303, 1.5421 eV
Transition level (+/0): 1.2382 eV above VBM
Transition level (0/-): 2.1118 eV above VBM
Slope at E_F=0.6191 eV, 100 K: 1.000000 (q=+1)
Slope at E_F=1.6750 eV, 100 K: -0.000000 (q=+0)
Slope at E_F=2.5856 eV, 100 K: -1.000000 (q=-1)
Half ionization at 300 K: 1.2203 eV; kT ln2: 0.0179 eV
Temperature for concentrations: 1000 K; kT: 0.08617 eV
X per site at E_F=1.0 eV: ensemble 1.10575e-06, law 1.10576e-06
X per site at E_F=1.5 eV: ensemble 1.26763e-07, law 1.26763e-07
X per site at E_F=2.0 eV: ensemble 1.40662e-07, law 1.40663e-07
Largest relative deviation, dilute: 7.9e-06
mu_X raised by 1.3 eV, E_F=1.7 eV: ensemble 0.3092, law 0.3073 per site
Neutral X on 1e+10 sites: minimum at n=1237, law 1237.46
Band-edge states per cation site: 0.01
Background donors 0e+00 per site: E_F=1.6224 eV
  X+, X0, X- per site: 7.170e-10, 1.237e-07, 2.113e-10
  electrons, holes per site: 5.723e-10, 6.662e-11
  E_f(+,0,-): 1.8145, 1.4303, 1.9197 eV
Background donors 1e-05 per site: E_F=2.4371 eV
  X+, X0, X- per site: 5.615e-14, 1.237e-07, 2.698e-06
  electrons, holes per site: 7.302e-06, 5.218e-15
  E_f(+,0,-): 2.6292, 1.4303, 1.1050 eV
```
